# Repairing a Smeared Electron–Phonon Collision Matrix and Recovering Onsager Symmetry, part 2

Replacing the energy delta function by a Gaussian $G$ of width $\sigma$ in the linearized Boltzmann equation breaks detailed balance and the Kelvin relation $\Pi=T\alpha$. Electrons (charge $-e$, spin degeneracy 2, energy $\varepsilon$, velocity $v$) scatter on equilibrium phonons. Primes denote $k'$; $f$ and $n$ are Fermi and Bose factors, $\beta=1/k_BT$, $w=f(1-f)$, $x=\varepsilon-\varepsilon'-\hbar\omega$, $y=\varepsilon-\varepsilon'+\hbar\omega$, $p_{kk'}=2\pi|g_{kk'}|^2/\hbar N^2$, modes summed. With $\delta f_k=\beta\sqrt{w_k}\,\psi_k$ and $\phi=\psi/\sqrt w$,

$$R_{kk'}=p_{kk'}\big[G(x)(n+1-f')+G(y)(n+f')\big],\qquad \Gamma_k=\sum_{k'}R_{kk'},$$

$$M_{kk'}=\Gamma_k\delta_{kk'}-\frac{W_{k'k}}{\sqrt{w_kw_{k'}}},\qquad W_{kk'}=w_kR_{kk'} .$$

The sources are $b_1=-e\sqrt w\,v_x$, $b_2=(\varepsilon-\mu)\sqrt w\,v_x$. The naive coefficients are $L_{ab}=c\beta\,b_a^TM^{-1}b_b$, $c=2/N^2a^2$, inverted in the subspace odd under $k\to-k$. $L_{11}$ is the sheet conductivity, $T\alpha=L_{12}/L_{11}$, $\Pi=L_{21}/L_{11}$, $\kappa=(L_{22}-L_{21}L_{12}/L_{11})/T$.

Define $S=(M+M^T)/2$, $A=(M-M^T)/2$, $\psi_a=S^{-1}b_a$, $u=\sqrt w/\|\sqrt w\|$ (a shift of $\mu$), $P=1-uu^T$, $\bar W=(W+W^T)/2$, $d_k=\tfrac12\sum_{k'}(W_{kk'}-W_{k'k})$. $S$ is symmetric but has a negative eigenvalue, because

$$\psi^TS\psi=\tfrac12\sum_{kk'}\bar W_{kk'}(\phi_k-\phi_{k'})^2+\sum_kd_k\phi_k^2 .$$

With $\rho=w(n+1-f')/[w'(n+f)]$ and $D_{kk'}=p_{kk'}G(x)\,w'(n+f)(\rho-1)$, $W_{kk'}-W_{k'k}=D_{kk'}-D_{k'k}$. To leading order $L_{12}-L_{21}=-2c\beta\,\psi_1^TA\psi_2$, where

$$\psi_1^TA\psi_2=\tfrac12\sum_{kk'}D_{kk'}\,(\phi_{1k}\phi_{2k'}-\phi_{1k'}\phi_{2k})$$

is of order $\sigma^2$ when the grid resolves the Gaussian.

Example: two-dimensional parabolic band, $m=0.5\,m_e$, $a=0.3$ nm, 300 K, $\mu=-30$ meV from the band bottom, states up to 300 meV, $N\times N$ grid with $N=240$, fixed $\sigma=10$ meV; flat modes $(\hbar\omega,g)=(20,60)$ and $(45,100)$ meV; $|g_{kk'}|^2=g^2/(1+|k-k'|^2/q_0^2)$, $q_0=0.5$ nm$^{-1}$; density $n_s=1.472\times10^{16}$ m$^{-2}$; mean rate $\bar\Gamma=\sum u_k^2\Gamma_k=3.29\times10^{12}$ s$^{-1}$. Naively $L_{11}=3.82396\times10^{-4}$ S; replacing $M$ by $S$ raises it by $8.6\times10^{-5}$ of itself. The adaptive width uses $\sigma_{k'}$ in row $k$, with $\sigma_k^2=(5\ \text{meV})^2+(0.7\hbar v\Delta k)^2$; the pair width uses $\sigma_{kk'}^2=(\sigma_k^2+\sigma_{k'}^2)/2$. The energy grid solves the isotropic band with $\psi=\chi(\varepsilon)\cos\theta$. A separate four-state case has $w=1$, $W_{12}=W_{34}=1$, other rates 0.01.

## Rebuilding the diagonal

The repair keeps the symmetrized off-diagonal elements and fixes the diagonal by demanding the null vector:

$$\bar M_{kk'}=S_{kk'}\ \ (k\ne k'),\qquad \bar M_{kk}=-\sum_{k'\ne k}S_{kk'}\,u_{k'}/u_k .$$

With $\bar W_{kk'}=-\sqrt{ww'}S_{kk'}$ for $k\neq k'$, which also covers the adaptive width, $\bar M_{kk}=\sum_{k'\ne k}\bar W_{kk'}/w_k$, and the algebra above gives $\psi^T\bar M\psi=\tfrac12\sum\bar W_{kk'}(\phi_k-\phi_{k'})^2$. Thus $\bar M$ is symmetric, $\bar Mu=0$ by construction, $u^T\bar M=0$ by symmetry, and $\bar M\ge0$ provided $\bar W\ge0$. Positivity is not assured for a smearing function with negative lobes. A zero of the form needs $\phi_k=\phi_{k'}$ on every connected pair, so $u$ is the sole null vector when the scattering graph is connected. For flat modes this weakens as $\sigma\to0$: on shell, any function of energy with period 5 meV is unchanged by jumps of 20 and 45 meV and becomes a further, even, null vector. At 10 meV the lowest eigenvalue is zero to rounding and the next is $9.57\times10^{11}$ s$^{-1}$; for the four-state case the gap is 0.04.

At fixed width $\bar M=S-\mathrm{diag}(d_k/w_k)$. From $\delta(S^{-1})=-S^{-1}\,\delta S\,S^{-1}$ the first-order change is $\delta L_{11}=c\beta\sum_kd_k\phi_{1k}^2=\tfrac12c\beta\sum_{kk'}D_{kk'}(\phi_{1k}^2-\phi_{1k'}^2)$. This has the form of the sum treated above and is of order $\sigma^2$, with a coefficient that depends on how $\phi_1$ is smeared at the thresholds and must be evaluated with the smeared solution; the exponent found between 1.2 and 0.6 meV is 1.90. Being linear in $D$, it can far exceed the quadratic change due to symmetrization: the full change is $3.78265/3.82396-1=-1.08\times10^{-2}$, of which the first-order formula gives the estimate $-1.22\times10^{-2}$, against $8.6\times10^{-5}$. The thermal conductance moves by $1.7843/1.8697-1=-4.6\%$.

## Projecting the null vector

Multiplying $\bar M\psi=b$ by $u^T$ gives $0=u^Tb$, the Fredholm condition, and a solution is fixed up to a multiple of $u$. On a parity-symmetric grid $u^Tb=0$ and the odd solution has $u^T\psi=0$, so projection does not change $L$; it removes a singular direction from the solver. The check confirms that full-space solves with a multiple of $uu^T$ added to $M$ or to $PSP$ equal the odd-subspace results to $10^{-9}$.

Without that symmetry $u^Tb\ne0$ in general and the equation has no solution. Expanding in eigenvectors $e_i$ of $\bar M$ with a regularizer $\eta>0$,

$$b^T(\bar M+\eta)^{-1}b=\frac{(u^Tb)^2}{\eta}+\sum_{\lambda_i>0}\frac{(e_i^Tb)^2}{\lambda_i+\eta}=\frac{(u^Tb)^2}{\eta}+b^T\bar M^+b+O(\eta),$$

with the pseudo-inverse $\bar M^+=\sum_{\lambda_i>0}e_ie_i^T/\lambda_i$. For 1200 random $k$ points $|u^Tb_1|/\|b_1\|=0.052$, and $\eta=3.29\times10^6$ s$^{-1}$ gives $L_{11}=0.716$ S, about 2000 times the projected $3.549\times10^{-4}$ S. The projector has a direct meaning. With $\langle h\rangle=\sum wh/\sum w$, $Pb_1=-e\sqrt w\,(v_x-\langle v_x\rangle)$ and $Pb_2=\sqrt w\,[(\varepsilon-\mu)v_x-\langle(\varepsilon-\mu)v_x\rangle]$, which removes the current that a shift of $\mu$ would carry on this sampling, and $u^T\psi=0$ states $\sum\delta f=0$.

Both ends need it. The general solution for the projected source is $\psi_b=\bar M^+b_b+\gamma_bu$, and reading out with the raw source gives $L_{ab}=c\beta[b_a^T\bar M^+b_b+(u^Tb_a)\gamma_b]$. The first term is symmetric because $\bar M^+$ is, which leaves

$$L_{12}-L_{21}=c\beta\big[(u^Tb_1)\gamma_2-(u^Tb_2)\gamma_1\big].$$

Fixing the free constant by setting $\psi=0$ on the state nearest 50 meV gives a relative asymmetry of $-1.6\times10^{-3}$ with a symmetric $\bar M$, in tested agreement with this formula. The size depends on the pinned state through $\gamma_b$, and for most states of this sample it is far larger. Applying $P$ to the solutions sets $\gamma_b=0$.

## Algorithm and solver error

1. Build $M$ and $u$ from the smeared rates.
2. Average the off-diagonal elements with their transposes and rebuild the diagonal.
3. Replace $b_a$ by $Pb_a$.
4. Solve by conjugate gradients from $\psi=0$, applying $P$ to each residual; $\bar M$ is positive definite on the complement of $u$ if $\bar W\ge0$ and the scattering graph is connected.
5. Apply $P$ to the solutions and form $L_{ab}=c\beta\,b_a^T\psi_b$.

The steps assume $k$ points of equal weight. With relative weights $\nu_k$ of mean 1, $R_{kk'}$ carries the factor $\nu_{k'}$, so it is $\nu_kw_kR_{kk'}$ that is symmetric on shell, and $\nu_kw_k$ must replace $w_k$ in $M$, $u$ and $b_a$.

For $n_k$ states and a dense matrix, steps 1 and 2 and each conjugate-gradient iteration cost of order $n_k^2$ operations, and a projection costs of order $n_k$. For projected iterates with $\bar M\tilde\psi_a=Pb_a-r_a$, one has $b_1^T\tilde\psi_2=(\bar M\tilde\psi_1+r_1)^T\tilde\psi_2$, and the symmetric term cancels in the difference, so $L_{12}-L_{21}=c\beta(r_1^T\tilde\psi_2-r_2^T\tilde\psi_1)$. The remaining asymmetry is therefore bounded by a term linear in the residuals. In the example the two solves take 20 and 21 iterations and leave $3\times10^{-14}$. The result at fixed width is $L_{11}=3.783\times10^{-4}$ S, a mobility of 0.160 m$^2$/Vs, $\Pi=T\alpha=-0.084608$ V, so $\alpha=-0.084608/300=-282.0\ \mu$V/K, and $\kappa=1.784\times10^{-9}$ W/K. The cut at 300 meV affects $\kappa$ more than $L_{11}$, because $b_2$ gives high energies more weight: on the energy grid, moving the cut to 500 meV raises the repaired $\kappa$ by 1.8%, $|\Pi|$ and $|\alpha|$ by 0.11% and $L_{11}$ by 0.03%, and moves the naive asymmetry from $-6.31\times10^{-3}$ to $-6.36\times10^{-3}$, so the further digits quoted belong to the model with the cut. The adaptive matrix, whose naive asymmetry is $-7.7\times10^{-3}$, gives $L_{11}=3.885\times10^{-4}$ S and $\Pi=T\alpha=-0.083769$ V after repair.

## The error that remains

The proof of symmetry and positivity used no property of $\bar W$ beyond $\bar W=\bar W^T\ge0$, so it says nothing about accuracy. The energy grid gives, in units of $10^{-4}$ S:

| $\sigma$ (meV) | $L_{11}$ naive | $L_{11}$ rebuilt |
|---|---|---|
| 10 | 3.824 | 3.783 |
| 5 | 3.930 | 3.921 |
| 1.2 | 4.105 | 4.104 |
| 0.6 | 4.141 | 4.141 |

Relative to its value at 0.6 meV, which is itself still moving, the rebuilt conductivity at 10 meV is low by 8.7% and the naive one by $1-3.824/4.141=7.7\%$. With exact energy conservation on an energy grid whose step divides 5 meV, $L_{11}=4.181$ in the same units, and the two deficits become 9.5% and 8.5%. In this model the repair moves $L_{11}$ away from the small-width value. It does the same to $\kappa$, whose deficit grows from 4.4% to 8.8%, while the excess of $|\Pi|$ falls from 4.2% to 2.4%. The drift also does not scale as $\sigma^2$: the rebuilt value falls by 0.062 per meV between 0.6 and 1.2 meV and by 0.028 per meV between 5 and 10 meV, whereas a quadratic law would steepen.

A relaxation-time argument gives a linear term of this sign. The two-dimensional density of states is a step, so $\Gamma$ jumps from $\Gamma_1$ to $\Gamma_2$ at an emission threshold $\varepsilon_0$, and smearing turns the jump into $(1-\Phi)\Gamma_1+\Phi\Gamma_2$ with $\Phi$ the cumulative Gaussian of $(\varepsilon-\varepsilon_0)/\sigma$. Convexity gives $1/\Gamma\le(1-\Phi)/\Gamma_1+\Phi/\Gamma_2$, and the right side has the same energy integral as the sharp step because $\Phi-\tfrac12$ is odd. The deficit in $\int d\varepsilon/\Gamma$ is therefore positive and, by scaling of the variable, proportional to $\sigma$. That this accounts for the table is a conjecture, since in-scattering and the energy dependence of $\Gamma_1$, $\Gamma_2$ and the transport weight are left out.

The naive asymmetry of 0.6% is, to leading order, a single bilinear form in $A$. It vanishes for constant $|g|^2$ although detailed balance is still broken, and here it understates the error of $L_{11}$ by more than a factor of ten. After the repair, with the $k$-point weights included as described above, the Kelvin relation holds once the solver has converged, whether or not the width and the sampling are adequate. The two repaired matrices differ in $L_{11}$ by $3.885/3.783-1=2.7\%$, and the single random sample lies 6% below the regular grid at the same width, a deviation that changes in size and sign from sample to sample. Convergence in $\sigma$ and in the grid has to be established on the $L_{ab}$ themselves.

## Values computed for the example and the checks

```
m=0.5 m_e, a=3.00e-10 m, T=300.0 K, mu=-30 meV, Emax=300 meV, q0=5.0e+08 1/m
mode hw=20 meV, g=60 meV, n_B=0.8564
mode hw=45 meV, g=100 meV, n_B=0.2127
kT=25.852 meV, sigma=10 meV, beta*sigma=0.3868
pair 75->20 meV, hw=45 meV: f=0.0169, f'=0.1263, rho=0.7136
  linear estimate=0.6716, exp(-beta x)=0.6792, <exp(-beta x)>=1.0777
grid 240x240: states=1617, dk=8.7266e+07 1/m, density=1.4718e+16 1/m^2
mean rate Gbar=3.2903e+12 1/s, |C[f0]|/(Gbar|f0|)=3.441e-02
adaptive width^2=(5 meV)^2+(0.7 hbar v dk)^2: 5.00 to 19.09 meV
fixed: |uM|/Gbar=2.37e-16, |Mu|/Gbar=3.55e-02
adaptive: |uM|/Gbar=4.49e-02, |Mu|/Gbar=2.29e-02
pair-symmetric: |uM|/Gbar=2.40e-16, |Mu|/Gbar=3.02e-02
adaptive particle leak rate uMu=1.399e+10 1/s
naive fixed: sigma_el=3.82396e-04 S, S=-2.84947e-04 V/K, kappa=1.8697e-09 W/K
  TS=-0.085484 V, Pi=-0.086026 V, (L12-L21)/L21=-6.302e-03
naive adaptive: sigma_el=3.89806e-04 S, S=-2.81395e-04 V/K, kappa=1.9357e-09 W/K
  TS=-0.084419 V, Pi=-0.085074 V, (L12-L21)/L21=-7.706e-03
symmetrized S: sigma_el=3.82429e-04 S, S=-2.85850e-04 V/K, kappa=1.8700e-09 W/K
  TS=-0.085755 V, Pi=-0.085755 V, (L12-L21)/L21=-4.752e-15
L12-L21 exact=2.0730e-07 A, first order=2.0735e-07 A, remainder ratio=7.999
L11(S)/L11(M)-1=8.551e-05, asymmetry for q-independent coupling=-0.0e+00
lowest eig S=-1.2891e+09 1/s, lowest eig PSP on u-perp=8.3774e+11 1/s
4-state toy (rates 1 and 0.01): lowest eig PSP=-0.1650, rebuilt gap=0.0400
rebuilt: eig0/Gbar=-5.7e-17, gap=9.5749e+11 1/s, CG steps=20,21
rebuilt fixed: sigma_el=3.78265e-04 S, S=-2.82027e-04 V/K, kappa=1.7843e-09 W/K
  TS=-0.084608 V, Pi=-0.084608 V, (L12-L21)/L21=3.409e-14
rebuilt adaptive: sigma_el=3.88527e-04 S, S=-2.79230e-04 V/K, kappa=1.8127e-09 W/K
  TS=-0.083769 V, Pi=-0.083769 V, (L12-L21)/L21=2.707e-14
rebuilt fixed: mobility=0.1604 m^2/Vs, S=-282.0 uV/K
random 1200 points: |u.b1|/|b1|=5.204e-02, eta=3.290e+06 1/s, unprojected L11=7.158e-01 S
  source projected only, one state pinned: asymmetry=-1.638e-03
random, fully projected: sigma_el=3.54888e-04 S, S=-2.83428e-04 V/K, kappa=1.6329e-09 W/K
  TS=-0.085028 V, Pi=-0.085028 V, (L12-L21)/L21=-3.413e-14
energy grid sigma=10.0 meV: L11 naive=3.82407e-04 S, rebuilt=3.78273e-04 S, asym=-6.309e-03
energy grid sigma=5.0 meV: L11 naive=3.92993e-04 S, rebuilt=3.92131e-04 S, asym=-1.534e-03
energy grid sigma=1.2 meV: L11 naive=4.10454e-04 S, rebuilt=4.10386e-04 S, asym=-1.070e-04
energy grid sigma=0.6 meV: L11 naive=4.14116e-04 S, rebuilt=4.14097e-04 S, asym=-2.774e-05
exponent of asymmetry=1.948, exponent of rebuild shift=1.903
rebuild shift of L11 at 10 meV=-1.081e-02, smearing error left (10 vs 0.6 meV)=-8.651e-02
```
